# Oxygen-pressure exponents and the charge of oxygen vacancies: a program that tests the result

```python
"""
Result under test: electron concentration n ~ P^(-1/4) arises both from
singly charged oxygen vacancies balanced by electrons and from doubly
charged vacancies balanced by fixed acceptors, so the exponent alone does
not give the vacancy charge.
Symbols: P oxygen pressure, n electrons, h holes, A ionized acceptors,
v1 and v2 vacancies of effective charge +1 and +2.
Equilibria: v2 n^2 sqrt(P) = K2, v1 n sqrt(P) = K1, n h = Ki.
Slope identity: dln n/dln P = -1/4 + (n+h-v1)/(4(n+h+v1+4 v2)).
Physical example: concentrations in cm^-3, pressure in Torr.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize


def equilibrium(P, A, K2, K1, Ki):
    """Return n, h, v1, v2 from mass action and charge neutrality."""
    root_P = np.sqrt(P)

    def imbalance(log_n):
        n = np.exp(log_n)
        positive = Ki / n + K1 / (n * root_P) + 2 * K2 / (n**2 * root_P)
        return np.log(n + A) - np.log(positive)

    n = np.exp(brentq(imbalance, -60, 120, xtol=1e-13, rtol=1e-15))
    return n, Ki / n, K1 / (n * root_P), K2 / (n**2 * root_P)


def numerical_slope(P, *parameters):
    step = 1e-3
    upper = equilibrium(P * np.exp(step), *parameters)[0]
    lower = equilibrium(P * np.exp(-step), *parameters)[0]
    return np.log(upper / lower) / (2 * step)


def fitted_slope(pressures, values):
    return np.polyfit(np.log(pressures), np.log(values), 1)[0]


# Free-energy minimization, in reduced units, against mass action.
def minimize_free_energy(P, A, K2, K1, Ki):
    def free_energy(logs):
        n, h, v1 = np.exp(logs)
        v2 = (A + n - h - v1) / 2
        if v2 <= 0:
            return 1e9
        amounts = np.array([n, h, v1, v2])
        mixing = np.sum(amounts * (np.log(amounts) - 1))
        gas = 0.5 * np.log(P) * (v1 + v2)
        formation = -v2*np.log(K2) - v1*np.log(K1) - h*np.log(Ki)
        return mixing + gas + formation

    start = np.log([0.3, 0.3, 0.3])
    found = minimize(free_energy, start, method="Nelder-Mead",
                     options=dict(xatol=1e-9, fatol=1e-15,
                                  maxiter=6000, maxfev=6000))
    n, h, v1 = np.exp(found.x)
    return np.array([n, h, v1, (A + n - h - v1) / 2])


minimum_error = 0.0
for case in [(0.7, 2.0, 0.5, 0.3, 0.2), (0.1, 1.0, 0.2, 0.1, 0.3),
             (3.0, 1.5, 0.8, 0.6, 0.1)]:
    direct = minimize_free_energy(*case)
    mass_action = np.array(equilibrium(*case))
    minimum_error = max(minimum_error,
                        np.max(np.abs(direct / mass_action - 1)))
# Function-value minimization locates a minimum only to about 1e-7.
assert minimum_error < 1e-5

# Slope identity against finite differences over mixed regimes.
random = np.random.default_rng(4)
identity_error = 0.0
for _ in range(200):
    case = 10 ** random.uniform(-3, 3, 5)
    n, h, v1, v2 = equilibrium(*case)
    identity = -0.25 + (n + h - v1) / (4 * (n + h + v1 + 4*v2))
    identity_error = max(identity_error,
                         abs(identity - numerical_slope(*case)))
assert identity_error < 1e-6

# Limiting laws, including prefactors.
limits = [
    ("single vacancies, electrons", (0.3, 0, 0, 2, 0),
     np.sqrt(2) * 0.3**-0.25, -1/4),
    ("double vacancies, electrons", (0.3, 0, 2, 0, 0),
     4**(1/3) * 0.3**(-1/6), -1/6),
    ("double vacancies, acceptors", (0.3, 1e6, 2, 0, 0),
     np.sqrt(4 / 1e6) * 0.3**-0.25, -1/4),
    ("single vacancies, acceptors", (0.3, 1e6, 0, 2, 0),
     2 / 1e6 * 0.3**-0.5, -1/2)]
limit_slopes = []
for label, case, predicted_n, predicted_slope in limits:
    slope = numerical_slope(*case)
    assert abs(equilibrium(*case)[0] / predicted_n - 1) < 1e-5
    assert abs(slope - predicted_slope) < 1e-5
    limit_slopes.append((label, slope))

# Round parameters in a rough high-temperature titanate regime.
T = 1273.0
A = 1e19
K2 = 3e46
Ki = 1e31
pressures = np.logspace(-16, -12, 17)
P_mid = 1e-14
kT = const.k * T / const.e
double = np.array([equilibrium(P, A, K2, 0, Ki) for P in pressures])
n_double, h_double, _, v_double = double.T
slope_double = fitted_slope(pressures, n_double)
n_mid, h_mid, _, v_mid = equilibrium(P_mid, A, K2, 0, Ki)
simple_n_mid = np.sqrt(2 * K2 / A) * P_mid**-0.25
assert abs(simple_n_mid / n_mid - 1) < 0.02

# Single-vacancy rival, matched only at the middle pressure.
K1_rival = (n_mid - h_mid) * n_mid * np.sqrt(P_mid)
rival = np.array([equilibrium(P, 0, 0, K1_rival, Ki)
                  for P in pressures])
n_rival, v_rival = rival[:, 0], rival[:, 2]
slope_rival = fitted_slope(pressures, n_rival)
largest_difference = np.max(np.abs(n_rival / n_double - 1))
assert abs(slope_double + 0.25) < 0.01
assert abs(slope_rival + 0.25) < 0.001
assert largest_difference < 0.05

# Doping separates the two models.
n_fourfold = equilibrium(P_mid, 4*A, K2, 0, Ki)[0]
fourfold_ratio = n_fourfold / n_mid
assert abs(fourfold_ratio - 0.5) < 0.01
added = 3 * A
rival_added_n = equilibrium(P_mid, added, 0, K1_rival, Ki)[0]
rival_added_slope = numerical_slope(P_mid, added, 0, K1_rival, Ki)
assert abs(rival_added_slope + 0.5) < 0.01
A_pure = 1e17
n_pure = [equilibrium(P, A_pure, K2, 0, Ki)[0] for P in pressures]
slope_pure = fitted_slope(pressures, n_pure)
assert -0.19 < slope_pure < -1/6

P_cross = (K2 / A**3)**2
P_cross_pure = (K2 / A_pure**3)**2
for acceptor, pressure in [(A, P_cross), (A_pure, P_cross_pure)]:
    n_cross = equilibrium(pressure, acceptor, K2, 0, 0)[0]
    assert abs(n_cross / acceptor - 1) < 1e-9
    assert abs(numerical_slope(pressure, acceptor, K2, 0, 0)+0.2) < 1e-6

# Conductivity includes holes and mobile vacancies.
mu_n, mu_h, mu_v = 0.4, 0.2, 2e-4
sigma_n = const.e * mu_n * n_double
sigma_h = const.e * mu_h * h_double
sigma_v = 2 * const.e * mu_v * v_double
sigma_slope = fitted_slope(pressures, sigma_n + sigma_h + sigma_v)
assert sigma_slope > slope_double

# Electron capture by double vacancies, with spin degeneracy two.
mass_ratio = 4.0
binding = 0.3
Nc = 2 * (2*np.pi*mass_ratio*const.m_e*const.k*T/const.h**2)**1.5 / 1e6
K1_trap = K2 * 2 / Nc * np.exp(binding / kT)
trapped = np.array([equilibrium(P, A, K2, K1_trap, Ki)
                    for P in pressures])
slope_trap = fitted_slope(pressures, trapped[:, 0])
trap_ratio = equilibrium(P_mid, A, K2, K1_trap, Ki)
trap_ratio = trap_ratio[2] / trap_ratio[0]


def electrons_per_oxygen(states):
    vacancies = states[:, 2] + states[:, 3]
    return ((states[0, 0] - states[-1, 0])
            / (vacancies[0] - vacancies[-1]))


count_free = electrons_per_oxygen(double)
count_trap = electrons_per_oxygen(trapped)
count_rival = electrons_per_oxygen(rival)
assert abs(count_trap / (2 / (1 + trap_ratio)) - 1) < 0.03

# Acceptor-vacancy pairs of net charge +1.
oxygen_sites = 5e22
pair_constant = 6 * np.exp(binding / kT) / oxygen_sites


def with_pairs(P):
    def imbalance(log_n):
        n = np.exp(log_n)
        vacancy = K2 / (n**2 * np.sqrt(P))
        free = A / (1 + pair_constant * vacancy)
        return (n + free - Ki/n - 2*vacancy - (A-free)) / A
    n = np.exp(brentq(imbalance, np.log(1e14), np.log(1e21), xtol=1e-13))
    vacancy = K2 / (n**2 * np.sqrt(P))
    return n, pair_constant*vacancy / (1 + pair_constant*vacancy)


n_pair = [with_pairs(P)[0] for P in pressures]
slope_pair = fitted_slope(pressures, n_pair)
pair_n_mid, pair_fraction = with_pairs(P_mid)

# Debye screening changes the effective reduction constant.
relative_permittivity = 80.0


def with_screening(P):
    n, h, _, vacancy = equilibrium(P, A, K2, 0, Ki)
    for _ in range(30):
        charge_sum = (n + h + A + 4*vacancy) * 1e6
        permittivity = relative_permittivity * const.epsilon_0
        length = np.sqrt(permittivity*const.k*T/(const.e**2*charge_sum))
        u = const.e**2 / (8*np.pi*permittivity*length*const.k*T)
        n, h, _, vacancy = equilibrium(
            P, A, K2*np.exp(6*u), 0, Ki*np.exp(2*u))
    return n, length


n_screen = [with_screening(P)[0] for P in pressures]
slope_screen = fitted_slope(pressures, n_screen)
screen_n_mid, screen_length = with_screening(P_mid)
for changed_slope in (slope_trap, slope_pair, slope_screen):
    assert abs(changed_slope - slope_double) < 0.005

# Fermi statistics at the largest electron concentration.
eta = np.log(n_double[0] / Nc)
fermi = 2/np.sqrt(np.pi) * quad(
    lambda x: np.sqrt(x) / (1 + np.exp(x-eta)), 0, 60,
    epsabs=1e-14, epsrel=1e-10, limit=200)[0]
degeneracy_change = Nc * fermi / n_double[0] - 1
assert abs(degeneracy_change) < 0.01
acceptor_depth = 1.0
neutral_ratio = 4*h_double[-1]/Nc * np.exp(acceptor_depth/kT)
assert neutral_ratio < 0.05

print(f"free-energy test, largest relative error: {minimum_error:.1e}")
print(f"slope identity, largest error: {identity_error:.1e}")
for label, slope in limit_slopes:
    print(f"limit slope, {label}: {slope:.4f}")
print(f"temperature: {T:.0f} K; kT: {kT:.4f} eV")
print(f"acceptors A: {A:.1e} cm^-3")
print(f"K2: {K2:.1e} cm^-9 Torr^0.5; Ki: {Ki:.1e} cm^-6")
for i in (0, 8, 16):
    print(f"P={pressures[i]:.0e} Torr: n={n_double[i]:.3e}, "
          f"h={h_double[i]:.2e}, V2={v_double[i]:.4e} cm^-3")
    print(f"  rival: n={n_rival[i]:.3e}, V1={v_rival[i]:.3e} cm^-3")
print(f"mid-window n, simple acceptor formula: {simple_n_mid:.3e} cm^-3")
print(f"mid-window pressure: {P_mid*const.torr:.2e} Pa")
print(f"rival K1: {K1_rival:.3e} cm^-6 Torr^0.5")
print(f"fitted n slope, double with acceptors: {slope_double:.4f}")
print(f"fitted n slope, single without acceptors: {slope_rival:.4f}")
print(f"largest difference of n curves: {100*largest_difference:.2f} %")
print(f"double model, n ratio at fourfold A: {fourfold_ratio:.4f}")
print(f"acceptors added to rival: {added:.1e} cm^-3")
print(f"rival after addition, mid-window n: {rival_added_n:.3e} cm^-3")
print(f"rival after addition, slope: {rival_added_slope:.4f}")
print(f"purer crystal A: {A_pure:.1e} cm^-3; slope: {slope_pure:.4f}")
print(f"crossover pressure, example: {P_cross:.2e} Torr")
print(f"crossover pressure, purer crystal: {P_cross_pure:.2e} Torr")
print(f"mobilities n, h, V2: {mu_n}, {mu_h}, {mu_v:.1e} cm2/Vs")
for i in (0, 16):
    print(f"P={pressures[i]:.0e} Torr: sigma n={sigma_n[i]:.2e}, "
          f"h={sigma_h[i]:.2e}, V2={sigma_v[i]:.2e} S/cm")
print(f"fitted total conductivity slope: {sigma_slope:.4f}")
print(f"mass ratio: {mass_ratio:.1f}; band density Nc: {Nc:.2e} cm^-3")
print(f"trap and pair binding, each: {binding:.2f} eV")
print(f"trapping: V1/n={trap_ratio:.4f}, n slope={slope_trap:.4f}")
print(f"electrons per lost O, double without traps: {count_free:.3f}")
print(f"electrons per lost O, double with traps: {count_trap:.3f}")
print(f"electrons per lost O, single rival: {count_rival:.3f}")
print(f"pairing: acceptors paired {100*pair_fraction:.2f} %, "
      f"n change {100*(pair_n_mid/n_mid-1):.2f} %")
print(f"pairing: n slope {slope_pair:.4f}")
print(f"relative permittivity: {relative_permittivity:.0f}; "
      f"screening length: {screen_length*1e9:.2f} nm")
print(f"screening: n change {100*(screen_n_mid/n_mid-1):.2f} %, "
      f"slope {slope_screen:.4f}")
print(f"degeneracy, largest n change: {100*degeneracy_change:.3f} %")
print(f"acceptor level above valence band: {acceptor_depth:.1f} eV")
print(f"largest neutral/ionized acceptor ratio: {neutral_ratio:.2e}")
print(f"oxygen sites: {oxygen_sites:.1e} cm^-3; "
      f"largest vacant fraction: {v_double[0]/oxygen_sites:.2e}")
print("every check passed")
```

Printed output:

```
free-energy test, largest relative error: 3.5e-08
slope identity, largest error: 2.3e-09
limit slope, single vacancies, electrons: -0.2500
limit slope, double vacancies, electrons: -0.1667
limit slope, double vacancies, acceptors: -0.2500
limit slope, single vacancies, acceptors: -0.5000
temperature: 1273 K; kT: 0.1097 eV
acceptors A: 1.0e+19 cm^-3
K2: 3.0e+46 cm^-9 Torr^0.5; Ki: 1.0e+31 cm^-6
P=1e-16 Torr: n=7.472e+17, h=1.34e+13, V2=5.3736e+18 cm^-3
  rival: n=7.653e+17, V1=7.653e+17 cm^-3
P=1e-14 Torr: n=2.420e+17, h=4.13e+13, V2=5.1210e+18 cm^-3
  rival: n=2.420e+17, V1=2.420e+17 cm^-3
P=1e-12 Torr: n=7.716e+16, h=1.30e+14, V2=5.0385e+18 cm^-3
  rival: n=7.660e+16, V1=7.647e+16 cm^-3
mid-window n, simple acceptor formula: 2.449e+17 cm^-3
mid-window pressure: 1.33e-12 Pa
rival K1: 5.857e+27 cm^-6 Torr^0.5
fitted n slope, double with acceptors: -0.2467
fitted n slope, single without acceptors: -0.2499
largest difference of n curves: 2.43 %
double model, n ratio at fourfold A: 0.5052
acceptors added to rival: 3.0e+19 cm^-3
rival after addition, mid-window n: 1.953e+15 cm^-3
rival after addition, slope: -0.4999
purer crystal A: 1.0e+17 cm^-3; slope: -0.1734
crossover pressure, example: 9.00e-22 Torr
crossover pressure, purer crystal: 9.00e-10 Torr
mobilities n, h, V2: 0.4, 0.2, 2.0e-04 cm2/Vs
P=1e-16 Torr: sigma n=4.79e-02, h=4.29e-07, V2=3.44e-04 S/cm
P=1e-12 Torr: sigma n=4.95e-03, h=4.15e-06, V2=3.23e-04 S/cm
fitted total conductivity slope: -0.2409
mass ratio: 4.0; band density Nc: 1.75e+21 cm^-3
trap and pair binding, each: 0.30 eV
trapping: V1/n=0.0897, n slope=-0.2470
electrons per lost O, double without traps: 2.000
electrons per lost O, double with traps: 1.827
electrons per lost O, single rival: 1.000
pairing: acceptors paired 0.92 %, n change 0.90 %
pairing: n slope -0.2467
relative permittivity: 80; screening length: 3.97 nm
screening: n change 6.32 %, slope -0.2467
degeneracy, largest n change: -0.015 %
acceptor level above valence band: 1.0 eV
largest neutral/ionized acceptor ratio: 2.69e-03
oxygen sites: 5.0e+22 cm^-3; largest vacant fraction: 1.07e-04
every check passed
```
